# Why a Fano factor of 1/3 does not imply charge e/3

**Comment on an argument for charge $e/3$ in a point contact**

**The argument.** A point contact with one spin-degenerate mode is biased at $V=100\ \mu$V, at a temperature treated as zero. It carries $I=5.165$ nA with current noise $S=5.517\times10^{-28}$ A²/Hz, while $2eI=1.655\times10^{-27}$ A²/Hz. The Fano factor $F=S/2eI$ is $1/3$. Schottky's formula $S=2qI$ is solved for the charge, $q=S/2I=Fe$, and carriers of charge $e/3$ are inferred. The numbers are model values, and I accept them. The objection concerns the inference.

**1. What Schottky's formula assumes.** Let $Q$ be the charge passed in time $t$, and $C(\tau)$ the stationary correlation function of the current fluctuations. The one-sided zero-frequency noise is $S=2\int C\,d\tau$. Since $Q$ is the time integral of the current,
$$\mathrm{Var}\,Q=\int_0^t\!\!\int_0^t C(t_1-t_2)\,dt_1dt_2=\int_{-t}^{t}(t-|\tau|)\,C(\tau)\,d\tau\to\frac{St}{2}$$
in the sense that $\mathrm{Var}\,Q/t\to S/2$ as $t\to\infty$, for integrable $C$. The remainder may still grow more slowly than $t$, as the logarithm in point 3 does. Cumulants $C_k$ are defined by $\ln\chi(\lambda)=\ln\langle e^{i\lambda Q}\rangle=\sum_k C_k(i\lambda)^k/k!$. For a Poisson number of events of charge $q$ with mean $\bar N$, summing the exponential series gives $\ln\chi=\bar N(e^{i\lambda q}-1)$, so $C_k=q^k\bar N$ and $S=2q^2\bar N/t=2qI$. The Poisson premise, independent events at random times, is what makes $S/2I$ a charge, and the argument never establishes it.

A classical count shows what else lowers $F$. Let $m$ particles arrive, with $\mathrm{Var}\,m=F_{\rm in}\langle m\rangle$, and let each pass independently with probability $T$. At fixed $m$ the transmitted number $n$ is binomial, with mean $mT$ and variance $mT(1-T)$. The total variance is the mean of the conditional variance plus the variance of the conditional mean:
$$F=\frac{\langle m\rangle T(1-T)+T^2F_{\rm in}\langle m\rangle}{T\langle m\rangle}=1-T+TF_{\rm in}.$$
A Poisson source gives $F=1$ for any $T$, and a regular source gives $1-T$.

**2. The source is regular.** Assume non-interacting electrons, elastic phase-coherent scattering, zero temperature, and $\mu_L-\mu_R=eV>0$, with $e$ and $I$ taken as magnitudes. The velocity and the transmission matrix $\mathsf t$ are constant over the window $\mu_R<E<\mu_L$, and each spin counts as a channel. Set $\tau=h/eV$, let $x$ be the arrival time in units of $\tau$, and let $u\in(-\tfrac12,\tfrac12)$ be the energy from the window centre in units of $eV$. In each channel the energy amplitudes $e^{2\pi i um}$, with integer $m$, are the Fourier basis of the window, hence orthonormal and complete. In time they are the packets
$$s_m(x)=\int_{-1/2}^{1/2}e^{2\pi ium}e^{-2\pi iux}\,du=\frac{\sin\pi(x-m)}{\pi(x-m)},$$
centred one per interval $\tau$. A unitary change of the occupied orbitals multiplies a Slater determinant by a determinant of modulus one, so a filled window is the same state in any basis: every packet holds exactly one electron. States below $\mu_R$ are filled from both sides, and the unitary scattering matrix maps them onto completely filled outgoing states. They form equal and opposite regular streams and add nothing proportional to $t$.

**3. Counting.** Let $P$ project on the stretch of the right lead that holds, at time $t$, the electrons transmitted during $(0,t)$, and let $n$ be the electron number there. The operator $e^{i\lambda n}$ applies $e^{i\lambda P}=1+(e^{i\lambda}-1)P$ to every orbital $\varphi_k$, where $P^2=P$ was used. The overlap of two Slater determinants is a double sum over permutations that collapses to the determinant of the orbital overlaps. Therefore
$$\chi(\lambda)=\det[1+(e^{i\lambda}-1)M]=\prod_j[1+\mu_j(e^{i\lambda}-1)],\qquad M_{kl}=\langle\varphi_k|P|\varphi_l\rangle,$$
with eigenvalues $0\le\mu_j\le1$. Each factor describes a variable equal to 1 with probability $\mu_j$ and 0 otherwise, so the transferred charge is a whole multiple of $e$. All moments of such a variable equal $\mu$, which gives the cumulants $\mu$, $\mu-\mu^2$ and $\mu-3\mu^2+2\mu^3$. Cumulants of independent factors add:
$$C_1=\mathrm{tr}M,\quad C_2=\mathrm{tr}M-\mathrm{tr}M^2,\quad C_3=\mathrm{tr}M-3\,\mathrm{tr}M^2+2\,\mathrm{tr}M^3 .$$

With $p_k=M_{kk}$ and $\mathrm{tr}M^2=\sum_{kl}|M_{kl}|^2$,
$$C_2=\sum_kp_k(1-p_k)-\sum_{k\ne l}|M_{kl}|^2 .$$
The first sum is the variance for distinguishable particles in the same orbitals, and the second is exchange. For right-moving energy eigenstates of velocity $v$, spread over a length $L\gg vt$, each $p_k=Tvt/L$ is small. The first sum then tends to $C_1$, so distinguishable particles give $F\to1$ even at $T=1$. In that basis the whole suppression below $F=1$ comes from antisymmetry.

In the packet basis an electron from channel $a$, slot $m$, leaves in right channel $c$ with amplitude $\mathsf t_{ca}s_m(x)$. Summing over $c$ and integrating over the counting time $N=t/\tau$ gives
$$M=\mathsf t^\dagger\mathsf t\otimes K,\qquad K_{mm'}=\int_0^Ns_ms_{m'}\,dx,\qquad \mathrm{tr}M^k=\sum_nT_n^k\;\mathrm{tr}K^k,$$
where $T_n$ are the eigenvalues of $\mathsf t^\dagger\mathsf t$, not its diagonal elements. The $s_m(x)$ are the Fourier coefficients of $e^{-2\pi iux}$, which has modulus one, so Parseval's theorem gives $\sum_ms_m^2=1$ and $\mathrm{tr}K=N$ exactly. Dropping the exchange sum gives $\mathrm{tr}(K-K^2)\le\sum_mK_{mm}(1-K_{mm})$. Now $s_m^2\le1/\pi^2(x-m)^2$. A packet inside the interval, at distance $d$ from the nearer edge, has $1-K_{mm}\le2/\pi^2d$. One outside has $K_{mm}\le\pi^{-2}[1/d-1/(d+N)]$. Both sums over $d\ge1$ grow at most as $\ln N$, and the few packets with $d<1$ add a constant. For eigenvalues $\kappa\in[0,1]$ of $K$, $\kappa-\kappa^3=(\kappa-\kappa^2)(1+\kappa)\le2(\kappa-\kappa^2)$. Hence $\mathrm{tr}K^2$ and $\mathrm{tr}K^3$ equal $N$ up to $O(\ln N)$, which drops out of $C_k/t$ at long times:
$$C_1=N\sum_nT_n,\quad C_2=N\sum_nT_n(1-T_n),\quad C_3=N\sum_nT_n(1-T_n)(1-2T_n),$$
the last because $T-3T^2+2T^3=T(1-T)(1-2T)$. These are binomial cumulants for $N$ attempts per channel. With $N/t=eV/h$, $I=eC_1/t$ and $S=2e^2C_2/t$,
$$I=\frac{e^2V}{h}\sum_nT_n,\qquad S=\frac{2e^3V}{h}\sum_nT_n(1-T_n),\qquad F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}.$$
If $\mathsf t$ depends on energy, the window is cut into narrow strips and $eV\sum_n$ becomes $\int dE\sum_n$.

**4. The reported numbers.** For one orbital mode the sums run over two spins with equal $T$. With $2e^2/h=77.48\ \mu$S and $T=2/3$,
$$I=\tfrac23\times77.48\ \mu{\rm S}\times100\ \mu{\rm V}=5.165\ {\rm nA},$$
$$S=(1-\tfrac23)\times1.655\times10^{-27}=5.517\times10^{-28}\ {\rm A^2/Hz}.$$
Charge $e$ reproduces both. The attempt interval is $\tau=h/eV=41.36$ ps.

Mean and variance cannot separate the two readings, but the third cumulant can. Take one spin and 30 slots, or 1.241 ns, neglecting the logarithmic edge term (at this length the eigenvalues of $K$, for the window electrons alone, move $C_2$ to 6.97 and $C_3$ to $-1.92$, and the sign of $C_3$ is unchanged). In units of $e$ the binomial law gives $C_1=30\times\tfrac23=20$, $C_2=20\times\tfrac13=6.667$ and $C_3=6.667\times(1-\tfrac43)=-2.222$. A Poisson stream of 60 quanta of $e/3$ gives $60/3=20$, $60/9=6.667$ and $60/27=+2.222$. The ratios $C_3/C_1$ are $-0.1111$ and $+0.1111$. A gate sweep also separates them, since $F$ of point 3 changes continuously with the transmissions, whereas the Poisson reading fixes $F=q/e$ at every gate setting. The form $F=1-T$ needs equal spin transmissions: $(1,\tfrac13)$ gives the same $G$ with $F=\tfrac16$, and a real contact near $0.7\times2e^2/h$ need not be spin-degenerate.

**5. Where a charge can be read.** For $T\to0$ transmissions are rare and $S=2eI(1-T)$. At $T=0.05$, $S/2I=0.95\,e$, which is 5% below $e$. For $T\to1$ the rare events are reflections. With the backscattered current $I_B=(e^2V/h)\sum(1-T)$, the result reads $S=2eI_BT$ for equal $T$. At $T=0.99$, $I_B=0.01\times7.748\ {\rm nA}=0.07748$ nA and $S/2eI_B=0.99$, whereas $F=0.01$ would be read as a charge $e/100$. Both Poisson limits return $e$ to leading order in the small probability. In an interacting system the determinant of point 3 does not apply and a fractional $q$ is not excluded, but $S=2qI$ measures it only where the number of events has a variance equal to its mean, as for Poisson events, which a regular stream supplies through its rare transmissions or rare reflections.

**6. Plateaus.** Each term $T_n(1-T_n)$ is non-negative, so $F=0$ requires every $T_n$ to be 0 or 1: the regular source is passed or blocked with certainty. The argument would assign charge zero to a current of 7.748 nA at $T=1$. An integer conductance is not sufficient, since orbital transmissions $(\tfrac12,\tfrac12)$ give $G=I/V=2e^2/h$ with $F=(\tfrac14+\tfrac14)/1=\tfrac12$.

**7. Temperature.** At temperature $\theta$ the channels first separate into pairs. Let $\mathsf r$ be the reflection matrix and $u_n$ the eigenvectors of $\mathsf t^\dagger\mathsf t$. Unitarity gives $\mathsf r^\dagger\mathsf r=1-\mathsf t^\dagger\mathsf t$, so $u_n$ scatters into $\sqrt{1-T_n}\,a_n+\sqrt{T_n}\,b_n$ with orthonormal outgoing states $a_n$ (left) and $b_n$ (right). The combination $\sqrt{T_n}\,a_n-\sqrt{1-T_n}\,b_n$ is orthogonal to the image of every $u_m$, so it comes from a state incident from the right, which crosses with the same probability $T_n$. In a strip $dE$, slots arrive at rate $dE/h$ with independent Fermi occupations $f_L$ and $f_R$, equal for all channels of a lead. If both inputs are filled, both outputs are filled and nothing is transferred. Thus $n=+1$ with probability $Tf_L(1-f_R)$ and $n=-1$ with probability $Tf_R(1-f_L)$. With $A=f_L(1-f_R)+f_R(1-f_L)$,
$$\mathrm{Var}\,n=TA-T^2(f_L-f_R)^2,\qquad (f_L-f_R)^2=A-f_L(1-f_L)-f_R(1-f_R),$$
the second relation following by expanding both sides. Since $f/(1-f)=e^{(\mu-E)/k\theta}$, the two terms of $A$ have ratio $e^{y}$ with $y=eV/k\theta$, and their difference is $f_L-f_R$. Hence $A=(f_L-f_R)(e^y+1)/(e^y-1)=(f_L-f_R)\coth(y/2)$. Also $f(1-f)=-k\theta\,\partial_Ef$ integrates to $k\theta$, and $\int(f_L-f_R)\,dE=eV$, because $f_L$ is $f_R$ shifted by $eV$. For $T_n$ constant over the thermally smeared window,
$$S=\frac{2e^2}{h}\sum_n\Big[2k\theta\,T_n^2+T_n(1-T_n)\,eV\coth\frac{eV}{2k\theta}\Big].$$
As $V\to0$, $eV\coth(y/2)\to2k\theta$, the bracket becomes $2k\theta T_n$, and $S=4k\theta G$. On a plateau $T_n^2=T_n$, so $S=4k\theta G$ at any bias: the shot noise vanishes and the thermal noise remains.

At 50 mK, $k\theta=4.309\ \mu$eV and $y=23.21$, so the coth equals 1 to the digits shown. For equal $T$ the first term is $T\cdot4k\theta G$. At $T=2/3$, $4k\theta G=1.426\times10^{-28}$ A²/Hz and $S=5.517\times10^{-28}+\tfrac23\times1.426\times10^{-28}=6.468\times10^{-28}$ A²/Hz. The same formulas give, with $G$ in units of $2e^2/h$ and $S$ in A²/Hz:

| orbital $T$ | $G$ | $F$ (0 K) | $S$ (0 K) | $S$ (50 mK) |
|---|---|---|---|---|
| 0.05 | 0.05 | 0.95 | $1.179\times10^{-28}$ | $1.185\times10^{-28}$ |
| 0.99 | 0.99 | 0.01 | $2.458\times10^{-29}$ | $2.343\times10^{-28}$ |
| 1 | 1 | 0 | 0 | $2.14\times10^{-28}$ |
| 1, ½ | 1.5 | 0.1667 | $6.207\times10^{-28}$ | $8.881\times10^{-28}$ |
| 1, 1 | 2 | 0 | 0 | $4.279\times10^{-28}$ |
| ½, ½ | 1 | 0.5 | $1.241\times10^{-27}$ | $1.348\times10^{-27}$ |

At $T=0.99$ the thermal part dominates and must be removed before $I_B$ is used.

**Recommendation.** The claim should be withdrawn as it stands. A revised case would report the noise against $T$ into a Poisson limit, or $C_3$, and show a departure from the expressions of points 3 and 7. A departure alone would not establish a fractional charge, since a slowly fluctuating transmission also adds noise with charge $e$. The sign of $C_3$ alone discriminates only for a single spin-degenerate mode with $T>\tfrac12$ (channels $\tfrac89,\tfrac29,\tfrac29$ give the same $I$ and $S$ with charge $e$ and $C_3/C_1=+0.086$), $k\theta\ll eV$ and a series resistance much smaller than $1/G$. With a larger one the current fluctuations act back on the voltage across the contact, which makes $C_3$ negative for a Poisson stream too once a noiseless series resistance $R$ exceeds $1/2G$. At $T=2/3$ and $100\ \mu$V the slot probabilities of point 7 give $C_3/C_1=-0.054$ at 50 mK, and a positive value above about 100 mK, with charge $e$.

Numbers in the example were calculated in double precision.
